\section*{Thomas-Fermi Stripping Speed and the Charge of Arsenic Ions}

\section*{Question}

An arsenic ion passes through matter and loses and captures electrons until its mean charge settles. At what kinetic energy has it lost most of its electrons, how does this energy scale with the projectile, and how far below it does ordinary ion implantation, at tens to hundreds of keV, operate?

\section*{Answer}

\subsection*{The criterion and the conventions}

Let the projectile have atomic number $Z$, mass $M$, speed $v$ and mean charge $qe$. Seen from the projectile, the electrons and nuclei of the target stream past at speed $v$. A projectile electron that orbits much faster than this can adjust to the passing disturbance and tends to survive; a slower one is easily removed. For an electron in a hydrogen-like orbit the virial theorem makes the mean kinetic energy equal to the binding energy $I$. ``Slower than $v$'' then becomes Bohr's criterion,
\begin{equation}
 I<\tfrac12 m_e v^2\quad\Longrightarrow\quad\text{the electron is lost.}
 \label{bohr}
\end{equation}
This is an estimate of the equilibrium charge, not a theory of capture and loss rates. In a many-electron atom the equality of kinetic and binding energy is only approximate: it is fair for the outer electron of a highly charged ion and poor for the valence electrons of a neutral atom. The charge with which an ion leaves its source is a separate matter.

Atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$) are used in the derivations. The unit of speed is the Bohr speed $v_0=2.188\times10^6$ m/s, and the unit of energy, the hartree, is twice the Rydberg energy $\mathrm{Ry}=\tfrac12m_ev_0^2=13.606$ eV.

\subsection*{How electron speeds scale with $Z$}

The Thomas-Fermi model treats the electrons as a locally uniform gas with two electrons per phase-space volume $(2\pi)^3$. At radius $r$ all momenta up to $p_F(r)$ are filled, so the density is
\begin{equation}
 n=\frac{2}{(2\pi)^3}\,\frac{4\pi p_F^3}{3}=\frac{p_F^3}{3\pi^2}.
\end{equation}
Let $u(r)$ be the electrostatic potential. The highest filled level has the same energy, $-I$, everywhere in the atom or ion:
\begin{equation}
 \frac{p_F^2}{2}-u=-I .
\end{equation}
Define $\phi$ by $u-I=Z\phi/r$, so that $p_F^2=2Z\phi/r$. Away from the nucleus Poisson's equation reads $\nabla^2u=4\pi n$, with a plus sign because electrons are negative. Since $\nabla^2(\phi/r)=\phi_{rr}/r$,
\begin{equation}
 \frac{Z\phi_{rr}}{r}=\frac{4}{3\pi}\left(\frac{2Z\phi}{r}\right)^{3/2}.
\end{equation}
Now put $r=ax$. Multiplying by $a^2r/Z$ gives
\begin{equation}
 \phi''=\frac{8\sqrt2}{3\pi}\,a^{3/2}Z^{1/2}\,\frac{\phi^{3/2}}{\sqrt x},
\end{equation}
where primes denote $d/dx$. The prefactor becomes one if $a=bZ^{-1/3}$ with $b^{3/2}=3\pi/(8\sqrt2)$, that is $b=\tfrac12(3\pi/4)^{2/3}=0.88534$. What remains contains no $Z$:
\begin{equation}
 \phi''=\frac{\phi^{3/2}}{\sqrt x},\qquad \phi(0)=1,\qquad
 p_F=Z^{2/3}\sqrt{\frac{2\phi}{bx}} .
 \label{tf}
\end{equation}
At a given $x$, and for a given fractional charge, every electron speed is proportional to $Z^{2/3}$. This defines the Thomas-Fermi stripping speed
\begin{equation}
 v_{TF}=Z^{2/3}v_0 .
\end{equation}

\subsection*{Where this speed lies among the electrons}

Scaling alone leaves a numerical factor open. The kinetic energy of the neutral atom supplies it. Poisson's equation gives the number of electrons in a shell as
\begin{equation}
 4\pi r^2n\,dr=Zr\phi_{rr}\,dr=Zx\phi''\,dx=Z\sqrt x\,\phi^{3/2}dx .
\end{equation}
The mean kinetic energy in a filled Fermi sphere is $\tfrac{3}{10}p_F^2=\tfrac{3}{5b}Z^{4/3}\phi/x$. Hence
\begin{equation}
 T=\frac{3}{5b}Z^{7/3}J,\qquad J=\int_0^\infty\frac{\phi^{5/2}}{\sqrt x}\,dx=\int_0^\infty\phi\phi''\,dx .
\end{equation}
Write $s=-\phi'(0)$ and $K=\int_0^\infty\phi'^2dx$. Integrating the last form by parts gives $J=s-K$. Integrating $x^{-1/2}$ in the first form instead gives
\begin{equation}
 J=-5\int_0^\infty\sqrt x\,\phi^{3/2}\phi'\,dx=-5\int_0^\infty x\phi''\phi'\,dx
 =-\frac52\int_0^\infty x\,(\phi'^2)'\,dx=\frac52K .
\end{equation}
The boundary terms vanish at both ends. Eliminating $K$ yields $J=s-\tfrac25J$, so $J=\tfrac57s$ and
\begin{equation}
 T=\frac{3s}{7b}\,Z^{7/3}.
\end{equation}
The numerical solution for the neutral atom has $s=1.58807$, which gives $T=0.76875\,Z^{7/3}$ hartree; direct quadrature of $J$ gives the same value. The root-mean-square electron speed is
\begin{equation}
 \sqrt{2T/Z}=\sqrt{2\times0.76875}\;v_{TF}=1.24\,v_{TF}.
\end{equation}

A Hartree-Fock calculation for neutral arsenic gives $1.13\,v_{TF}$, about 9\% below the Thomas-Fermi value. Between neon and krypton the Hartree-Fock rms speed rises with a mean exponent of 0.696 in $Z$, close to $2/3$.

The rms speed is weighted towards fast inner electrons. To count the electrons faster than $v_{TF}$, subtract from each local Fermi sphere the part with $p<Z^{2/3}$. Per electron of the atom this leaves
\begin{equation}
 \int_0^{x_1}\left(\sqrt x\,\phi^{3/2}-\frac{4b^3}{3\pi}x^2\right)dx=0.204,
 \qquad \frac{\phi(x_1)}{x_1}=\frac b2 ,
\end{equation}
where $x_1$ is the point at which $p_F$ has fallen to $Z^{2/3}$. In the neutral Thomas-Fermi atom about 80\% of the electrons are therefore slower than $v_{TF}$. A projectile at this speed outruns most of its own electrons.

\subsection*{The energy}

The kinetic energy at $v_{TF}$ is
\begin{equation}
 E_{TF}=\tfrac12MZ^{4/3}v_0^2=\frac{M}{m_e}\,Z^{4/3}\,\mathrm{Ry}.
 \label{energy}
\end{equation}
For arsenic, $Z=33$ and $M=74.92$ u, so $M/m_e=136574$ and $Z^{4/3}=105.85$:
\begin{equation}
 E_{TF}=136574\times105.85\times13.606\ \mathrm{eV}\approx197\ \mathrm{MeV},
\end{equation}
or 2.6 MeV per atomic mass unit. The speed is $2.25\times10^7$ m/s, which is $0.075c$. The relativistic kinetic energy at the same speed is 197.5 MeV instead of 196.7 MeV, a change of 0.4\%.

Equation (\ref{energy}) contains two factors of different origin. The electrons fix the speed, through $Z^{4/3}$, and the nucleus supplies the mass that must be brought to that speed. If $M/Z$ is held fixed, $E_{TF}$ grows as $Z^{7/3}$.

\subsection*{How strongly the ion is stripped}

The count above used a neutral atom. As electrons leave, the remaining ones are bound more tightly, so the criterion should be applied to the ion itself.

A Thomas-Fermi ion has a sharp edge at $x_0$, where $\phi=0$. Outside it the potential is $q/r$. Continuity of the field at $r_0=bx_0Z^{-1/3}$ requires
\begin{equation}
 -\frac{q}{r_0^2}=\left.\frac{d}{dr}\frac{Z\phi}{r}\right|_{r_0}=\frac{Z\phi_r(r_0)}{r_0}
 \quad\Longrightarrow\quad \frac qZ=-x_0\phi'(x_0).
\end{equation}
At the edge $p_F=0$, so $I=u(r_0)$:
\begin{equation}
 I=\frac{q}{r_0}=Z^{4/3}\,\frac{q/Z}{b\,x_0}.
\end{equation}
Let $\xi=v/v_{TF}$. Loss stops when $I=\tfrac12v^2=\tfrac12Z^{4/3}\xi^2$, and $Z$ cancels:
\begin{equation}
 \frac{q/Z}{b\,x_0}=\frac{\xi^2}{2}.
 \label{universal}
\end{equation}
Because $x_0$ is itself a function of $q/Z$, this fixes $q/Z$ as a function of $\xi$ alone. This universality belongs to the model; measured mean charges follow it only approximately. The table compares the solution with the customary interpolation $q/Z=1-e^{-\xi}$, which is not derived here. The energies are $\xi^2E_{TF}$ for arsenic.

\begin{center}
\begin{tabular}{ccccc}
$\xi$ & $E$ (MeV) & $q/Z$, ion model & $q/Z$, interpolation & $q$ of As\\
0.50 & 49 & 0.41 & 0.39 & 13.6, 13.0\\
0.80 & 126 & 0.62 & 0.55 & 20.3, 18.2\\
1.00 & 197 & 0.71 & 0.63 & 23.6, 20.9\\
1.25 & 307 & 0.80 & 0.71 & 26.5, 23.5\\
2.00 & 787 & 0.93 & 0.86 & 30.7, 28.5
\end{tabular}
\end{center}

At $E_{TF}$ arsenic has lost 21 to 24 of its 33 electrons, depending on the rule. This is the sense in which ionization is strong near 200 MeV. The energy is a scale and not a threshold: the interpolation reaches half stripping at $(\ln2)^2E_{TF}=94.5$ MeV, and the ion model does so between 49 and 126 MeV. The rows at $\xi=0.80$ and 1.25 also show the effect of an uncertainty of about a quarter in the speed that enters the criterion. In the ion model the charge at $E_{TF}$ would then lie between 20 and 27.

Two limits show the shape of the ion model. For a nearly bare nucleus the few remaining electrons hardly screen, so $\phi\simeq1-x/x_0$ and $q/Z\simeq1$. Equation (\ref{universal}) gives $x_0\simeq2/(b\xi^2)$, and the fraction of electrons kept is
\begin{equation}
 1-\frac qZ\simeq\int_0^{x_0}\!\sqrt x\left(1-\frac{x}{x_0}\right)^{3/2}\!dx
 =\frac{\pi}{16}x_0^{3/2}=\frac{\pi}{16}\,\frac{32}{3\pi}\,\frac1{\xi^3}=\frac{2}{3\xi^3},
\end{equation}
where $(2/b)^{3/2}=32/(3\pi)$ was used. At $\xi=2$ this is 0.083, against 0.069 from the full solution. The statistical description fails when only the K shell is left. Its electrons have speeds near $Zv_0$, so removing them takes an energy of order $Z^{2/3}E_{TF}\approx2$ GeV.

For small charge the edge moves far out. There the equation is unchanged in form by $\phi(x)=x_0^{-3}\psi(x/x_0)$, with a fixed function $\psi$ that joins the tail $144/x^3$ of the neutral atom. Then $q/Z\propto x_0^{-3}$, while (\ref{universal}) gives $\xi^2\propto x_0^{-4}$, so $q/Z\propto\xi^{3/2}$ in the limit $\xi\to0$. The limit is approached slowly: in the full solution the local exponent is still about 1.3 at $\xi=0.1$. The interpolation is linear in $\xi$ instead. Neither law can be trusted when only a few outer electrons are lost, because their binding depends on the shell they occupy.

\subsection*{Shell structure near 200 MeV}

A real ion loses whole electrons from discrete shells. The energy available in the criterion at $v_{TF}$ is
\begin{equation}
 \tfrac12m_ev_{TF}^2=Z^{4/3}\,\mathrm{Ry}=105.85\times13.606\ \mathrm{eV}=1440\ \mathrm{eV}.
\end{equation}
Hartree-Fock orbital energies give 944 eV for the outermost electron of As$^{22+}$, a 3s electron outside a neon-like core, and 2357 eV for the outermost electron of As$^{23+}$, a 2p electron of that core. The first is lost and the second is kept. The criterion therefore gives $q=23$, or $q/Z=0.70$: the M shell is gone and the L shell is intact.

Setting $\tfrac12m_ev^2=I$ converts a binding energy into a projectile energy,
\begin{equation}
 E=\frac{M}{m_e}\,I .
 \label{convert}
\end{equation}
The two bindings correspond to 129 MeV and 322 MeV. Within the criterion the charge stays at 23 over this whole interval, and 197 MeV lies well inside it. In an actual beam, collisions are random and charge states are distributed, so the mean charge need not show so flat a step.

The orbital energies omit electron correlation and the relaxation of the remaining electrons. Scalar relativity raises the As$^{22+}$ binding by 1.3\%, to 956 eV. To change the conclusion, the 944 eV would have to rise by more than half, or the 2357 eV fall by nearly 40\%. Comparing speeds directly leads to the same charge: the mean kinetic energies of the two orbitals are about 1010 eV and 2870 eV, again on either side of 1440 eV.

\subsection*{The keV range}

Take arsenic at 100 keV. Since $E\propto v^2$,
\begin{equation}
 \xi=\sqrt{\frac{0.100}{196.7}}=0.0225,\qquad v=0.232\,v_0 .
\end{equation}
The energy is smaller than $E_{TF}$ by a factor of about 2000, the speed by a factor of 44. The energy in the criterion is $13.606\times0.232^2=0.73$ eV. The outermost electron of neutral arsenic is bound by 10.07 eV in Hartree-Fock, so the criterion removes nothing. By (\ref{convert}) this orbital energy, which omits relaxation and correlation, corresponds to
\begin{equation}
 E=136574\times10.07\ \mathrm{eV}=1.38\ \mathrm{MeV}.
\end{equation}
This figure is rough. Relaxation alone lowers the binding to 9.44 eV, or 1.29 MeV. The mean kinetic energy of the 4p orbital is about 44 eV, so comparing speeds instead of binding energies would give about 6 MeV. All these values lie well above 400 keV. The interpolation gives $q=33(1-e^{-0.0225})=0.74$, also below one charge.

Both estimates treat the target electrons as if they were at rest, and this fails in a solid. Silicon has 32 valence electrons in a cubic cell of edge 0.543 nm. As a free-electron gas they have a Fermi speed $v_F=(3\pi^2n)^{1/3}=0.957\,v_0$, four times the speed of the ion. A better measure of the disturbance is the mean relative speed $v_r=\langle|\mathbf v-\mathbf u|\rangle$ over the Fermi sphere of target velocities $\mathbf u$.

Average first over directions. With $g$ the greater and $l$ the lesser of $v$ and $u$, and $c$ the cosine of the angle between them,
\begin{equation}
 \frac12\int_{-1}^{1}\!\sqrt{g^2+l^2-2glc}\;dc=\frac{(g+l)^3-(g-l)^3}{6gl}=g+\frac{l^2}{3g}.
\end{equation}
Then average over $w=u/v_F$ with weight $3w^2$. For $y=v/v_F<1$ the integral splits at $w=y$:
\begin{align}
 \frac{v_r}{v_F}&=3\int_0^y\!w^2\left(y+\frac{w^2}{3y}\right)dw+3\int_y^1\!w^2\left(w+\frac{y^2}{3w}\right)dw\nonumber\\
 &=\frac{6y^4}{5}+\frac{3(1-y^4)}{4}+\frac{y^2-y^4}{2}
 =\frac34\left(1+\frac{2y^2}{3}-\frac{y^4}{15}\right).
\end{align}
For $y>1$ the first integral alone, taken up to $w=1$, gives $v_r=v[1+1/(5y^2)]$.

At 100 keV, $y=0.242$ and $v_r=0.746\,v_0$, more than three times the ion speed. Using $v_r$ in place of $v$ in the interpolation gives:

\begin{center}
\begin{tabular}{cccc}
$E$ & $v/v_{TF}$ & $q$ from $v$ & $q$ from $v_r$\\
10 keV & 0.0071 & 0.23 & 2.2\\
100 keV & 0.0225 & 0.74 & 2.3\\
400 keV & 0.0451 & 1.5 & 2.6\\
3 MeV & 0.1235 & 3.8 & 4.2\\
197 MeV & 1 & 20.9 & 20.9
\end{tabular}
\end{center}

In the interpolation, target motion is a large correction for slow ions. At 10 keV it multiplies the estimate by about ten, and it makes the charge nearly independent of energy, because $v_r$ tends to $\tfrac34v_F$ as $v\to0$. Even so, the interpolation gives a loss of less than a tenth of the electrons up to 400 keV. At $v_{TF}$ this relative speed exceeds the ion speed by only 0.2\%, so the motion of the valence electrons hardly changes the estimate near 200 MeV. The faster core electrons of silicon are not included in this average. The charge of about two assigned to a slow ion is the value of the interpolation; the Thomas-Fermi ion model evaluated at $v_r$ gives 1.3 to 1.6 between 10 and 400 keV, and neither contains shells. With $v_r$ in place of $v$, the energy in the criterion at 100 keV is $13.606\times0.746^2=7.6$ eV, still below the 10.07 eV that binds the first electron. In the interpolation, the charge measures how far the ion's own electron cloud is depleted. It is not a net charge seen from a distance, since the electrons of the solid screen it.

\subsection*{Beside a real implanter}

Arsenic is a common donor in silicon, and 10 to 400 keV covers much of its ordinary implantation range; high-energy implanters reach a few MeV. An energy of 200 MeV belongs to heavy-ion accelerators and is far from typical of implantation. The assumption that breaks in an implanter beam line is charge equilibrium. In good vacuum an ion makes few collisions and usually keeps the charge it was given, so most As$^+$ ions at 100 keV still have $q=1$, whatever the estimates 0.74 or 2.3 say. Those refer to an ion already moving through matter. Gas and solid strippers can also give different mean charges at the same speed; that difference is not estimated here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
arsenic: Z = 33, mass = 74.9216 u, M/m_e = 136574
Bohr speed v0 = 2.1877e+06 m/s, Rydberg energy = 13.6057 eV
Z^(2/3) = 10.288, Z^(4/3) = 105.85
stripping speed v_TF = 2.251e+07 m/s, v_TF/c = 0.0751
E_TF = 196.7 MeV = 2.625 MeV/u
relativistic kinetic energy at v_TF = 197.5 MeV
E_TF / 100 keV = 1967
Thomas-Fermi: b = 0.88534, -phi'(0) = 1.58807
T / Z^(7/3): quadrature 0.76875, formula 0.76875 hartree
rms electron speed / v_TF: Thomas-Fermi 1.240, Hartree-Fock As 1.131
share of electrons faster than v_TF (Thomas-Fermi) = 0.204
rms speed exponent in Z, Hartree-Fock Ne to Kr = 0.696
v/v_TF, q/Z Thomas-Fermi ion, q/Z exponential, q of As (TF, exponential):
  0.50  0.411  0.393  13.6  13.0
  0.80  0.615  0.551  20.3  18.2
  1.00  0.714  0.632  23.6  20.9
  1.25  0.804  0.713  26.5  23.5
  2.00  0.931  0.865  30.7  28.5
energy for q/Z = 1/2, exponential rule = 94.5 MeV
m_e v_TF^2 / 2 = 1440 eV
Hartree-Fock binding of outermost electron, matching projectile energy:
  As: 10.07 eV, 1.38 MeV
  As22+: 944.02 eV, 128.93 MeV
  As23+: 2356.98 eV, 321.90 MeV
As22+ binding with scalar relativity = 956.4 eV (change 1.31 %)
silicon: lattice constant 0.543 nm, Fermi speed = 0.957 v0
E (keV), v/v0, v/v_TF, q exponential, relative speed/v0, q with relative speed:
  10  0.0734  0.0071  0.23  0.7207  2.23
  100  0.2320  0.0225  0.74  0.7458  2.31
  400  0.4640  0.0451  1.46  0.8277  2.55
  3000  1.2706  0.1235  3.83  1.4148  4.24
  196686  10.2883  1.0000  20.86  10.3061  20.88
\end{verbatim}
